# Electric-Field Enhancement of Dopant Diffusion at Twice the Intrinsic Concentration

## Problem

A semiconductor at process temperature contains one kind of donor, with concentration $C(x)$. Every donor is ionized and carries the charge $+q$. The ions diffuse with a diffusivity $D$ that does not depend on $C$. There is no other doping, and the intrinsic carrier concentration $n_i$, taken at the process temperature, is uniform. The electrons and holes are nondegenerate.

(a) The electrons spread more readily than the ions, and an electric field results. Assume that the charge density vanishes at every point. Show that the donor flux has the form $J=-hD\,dC/dx$ and find $h$ as a function of $C/n_i$.

(b) Evaluate $h$ at $C=2n_i$. Then find the field and the two parts of the flux for these model parameters: $T=1300$ K, $n_i=10^{19}$ cm$^{-3}$, $C=2\times10^{19}$ cm$^{-3}$, $D=10^{-14}$ cm$^2$/s and $dC/dx=-2\times10^{24}$ cm$^{-4}$.

(c) How does $h$ change if the dopant is an acceptor? What is $h$ if the electron concentration, and not the donor concentration, equals $2n_i$?

(d) With a relative permittivity of 12, is the neutrality assumption consistent with the gradient in (b)?

## Hints

1. Write the ion flux as diffusion plus drift. The mobility follows from the demand that the flux vanish in thermal equilibrium.
2. The electrons are far faster than the ions. Set their flux to zero and solve for the field.
3. Measure the potential in units of $k_BT/q$. Neutrality then links this reduced potential to $C$ through a hyperbolic sine, which is easy to differentiate.
4. For (c), follow two signs: that of the force on the ion and that of the potential change.
5. For (d), put the potential found under neutrality into Poisson's equation and see how much charge it requires.

## Solution

### (a) The enhancement factor

**Ion flux.** Let $\psi$ be the electrostatic potential, $E=-d\psi/dx$ the field and $V_T=k_BT/q$ the thermal voltage. For dilute positive ions with mobility $\mu$,

$$J=-D\frac{dC}{dx}+\mu CE .$$

In thermal equilibrium in a given potential, $C\propto e^{-\psi/V_T}$, so that $dC/dx=CE/V_T$. The flux must then vanish, which requires $\mu=D/V_T$. This is the Einstein relation. It is a property of the ions and holds out of equilibrium as well, as long as the response to the field is linear. Thus

$$J=-D\frac{dC}{dx}+\frac{D}{V_T}\,CE. \qquad (1)$$

**Field.** Electrons have charge $-q$, so their drift has the opposite sign. With electron diffusivity $D_n$, zero electron flux means

$$0=-D_n\frac{dn}{dx}-\frac{D_n}{V_T}\,nE
\quad\Longrightarrow\quad
E=-V_T\frac{d\ln n}{dx}. \qquad (2)$$

The electron flux is not strictly zero, because electrons must accompany the moving donors. A flux of size $J$ changes $E$ by about $V_TJ/(D_nn)$. Compared with the field in (2), this is a fraction of order $D/D_n$, which is negligible for ions in a solid.

Define the reduced potential $u=\psi/V_T$, with its zero chosen where $n=n_i$. Equation (2) integrates to $n=n_ie^{u}$. Holes in equilibrium with the electrons obey $np=n_i^2$, so $p=n_ie^{-u}$. Since $E=-V_T\,du/dx$, equation (1) becomes

$$J=-D\left(\frac{dC}{dx}+C\frac{du}{dx}\right). \qquad (3)$$

**Neutrality.** The charge density is $q(p-n+C)$. Setting it to zero gives

$$n-p=2n_i\sinh u=C. \qquad (4)$$

Differentiate with respect to $C$ at fixed $n_i$:

$$2n_i\cosh u\,\frac{du}{dC}=1 .$$

Here $2n_i\cosh u=n_i(e^u+e^{-u})=n+p$. This sum follows from $C$ without solving for $u$, because

$$(n+p)^2=(n-p)^2+4np=C^2+4n_i^2 .$$

Hence

$$\frac{du}{dC}=\frac{1}{n+p}=\frac{1}{\sqrt{C^2+4n_i^2}} . \qquad (5)$$

With $du/dx=(du/dC)(dC/dx)$, equation (3) takes the required form:

$$J=-hD\frac{dC}{dx},\qquad h=1+\frac{C}{\sqrt{C^2+4n_i^2}} . \qquad (6)$$

The 1 is diffusion and the second term is drift. Both have the same sign. Where $C$ falls with $x$, so does $n$, and by (2) the field points towards larger $x$. It drives the positive donors the way they are already diffusing.

**Limits.** For $C\ll n_i$ the root tends to $2n_i$, and $h\approx1+C/(2n_i)$. Thermally generated carriers then outnumber the donors, and a small shift of potential restores neutrality. For $C\gg n_i$,

$$\frac{C}{\sqrt{C^2+4n_i^2}}=\left(1+\frac{4n_i^2}{C^2}\right)^{-1/2}\approx1-\frac{2n_i^2}{C^2},
\qquad h\approx2-\frac{2n_i^2}{C^2}.$$

Now $n\approx C$, so $C\,d\ln n/dx\approx dC/dx$ and drift nearly equals diffusion. Within this model $h$ stays below 2, since the root is larger than $C$. Values obtained by solving (4) numerically and differentiating the potential show the transition:

| $C/n_i$ | $h$ |
|---:|---:|
| 0.1 | 1.0499 |
| 1 | 1.4472 |
| 2 | 1.7071 |
| 10 | 1.9806 |
| 100 | 1.9998 |

The bound depends on the assumptions. If the carriers become degenerate, $n=n_ie^u$ fails and (6) no longer applies. With the $n_i$ of part (b), the last two rows of the table correspond to $C=10^{20}$ and $10^{21}$ cm$^{-3}$. In a material such as silicon, degeneracy then matters and $h$ can exceed 2, so these rows show the limit of the model and not values for a real crystal at that $n_i$. Even at $C=2\times10^{19}$ cm$^{-3}$, Fermi–Dirac statistics with a conduction-band effective density of states of about $2.5\times10^{20}$ cm$^{-3}$, as for silicon at 1300 K, raise $h$ from 1.71 to about 1.73. If there is also a uniform, immobile, ionized acceptor background $B$, neutrality reads $2n_i\sinh u=C-B$, and the same differentiation gives $C/\sqrt{(C-B)^2+4n_i^2}$ for the drift term. This can exceed 1.

### (b) The case $C=2n_i$

The root is $\sqrt{4n_i^2+4n_i^2}=2\sqrt2\,n_i$, and therefore

$$h=1+\frac{2n_i}{2\sqrt2\,n_i}=1+\frac1{\sqrt2}\approx1.71 .$$

The carrier concentrations follow from half the sum and half the difference of $n+p=2\sqrt2\,n_i$ and $n-p=2n_i$:

$$n=(\sqrt2+1)n_i=2.414\times10^{19}\ \text{cm}^{-3},\qquad
p=(\sqrt2-1)n_i=4.14\times10^{18}\ \text{cm}^{-3}.$$

At 1300 K, $V_T=0.11203$ V. With $n+p=2.828\times10^{19}$ cm$^{-3}$, equation (5) gives the field:

$$E=-\frac{V_T}{n+p}\frac{dC}{dx}
=\frac{0.11203\times2\times10^{24}}{2.828\times10^{19}}\ \text{V/cm}
\approx7.92\times10^{3}\ \text{V/cm}.$$

The two parts of the flux are

$$J_{\rm diff}=-D\frac{dC}{dx}=10^{-14}\times2\times10^{24}
=2.00\times10^{10}\ \text{cm}^{-2}\,\text{s}^{-1},$$

$$J_{\rm drift}=\frac{D}{V_T}CE
=\frac{10^{-14}\times2\times10^{19}\times7.92\times10^{3}}{0.11203}
\approx1.41\times10^{10}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

Their sum is $3.41\times10^{10}$ cm$^{-2}$ s$^{-1}$, which is 1.71 times the diffusion part. The effective diffusivity at this point is $hD=1.71\times10^{-14}$ cm$^2$/s.

The factor is local. In a profile that falls from $2n_i$ to zero, $h$ falls from 1.71 to 1. The evolution of the profile follows from

$$\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left(hD\frac{\partial C}{\partial x}\right),$$

with $h$ inside the outer derivative. One cannot replace $D$ by $1.71D$ throughout the profile.

### (c) Acceptors, and the other reading of "twice"

An acceptor ion has charge $-q$, so the drift term in (1) changes sign:

$$J=-D\frac{dC}{dx}-\frac{D}{V_T}CE=-D\left(\frac{dC}{dx}-C\frac{du}{dx}\right).$$

Neutrality now reads $p-n-C=0$, or $2n_i\sinh u=-C$, and hence $du/dC=-1/(n+p)$. The sum $n+p$ is still $\sqrt{C^2+4n_i^2}$, because only $C^2$ enters it. The two minus signs cancel, and $h$ is the same as for donors.

If instead $n=2n_i$ in donor-doped material, then $p=n_i^2/n=n_i/2$. Neutrality gives $C=n-p=1.5n_i$, while $n+p=2.5n_i$. Thus

$$h=1+\frac{1.5}{2.5}=1.6 .$$

The value 1.71 therefore belongs to a dopant concentration of $2n_i$. The two readings differ because holes are not negligible at this doping.

### (d) Is neutrality consistent?

Poisson's equation is $\varepsilon\,d^2\psi/dx^2=-q(p-n+C)$, where $\varepsilon$ is the permittivity. With $\psi=V_Tu$, the charge needed to support the potential is

$$p-n+C=-\frac{\varepsilon V_T}{q}\frac{d^2u}{dx^2}. \qquad (7)$$

Write $S=n+p$. The neutral solution has $du/dx=S^{-1}dC/dx$. For a constant gradient, and with $dS/dx=(C/S)\,dC/dx$ from $S^2=C^2+4n_i^2$,

$$\frac{d^2u}{dx^2}=-\frac{1}{S^2}\frac{dS}{dx}\frac{dC}{dx}
=-\frac{C}{S^3}\left(\frac{dC}{dx}\right)^2 .$$

Define the screening length $\lambda$ by $\lambda^2=\varepsilon V_T/(qS)$. Then (7) gives

$$\frac{p-n+C}{C}=\left(\frac{\lambda}{S}\frac{dC}{dx}\right)^2 .$$

For the given parameters $\lambda=1.62$ nm $=1.62\times10^{-7}$ cm. The quantity in brackets has magnitude $1.62\times10^{-7}\times2\times10^{24}/(2.828\times10^{19})\approx0.0115$, and its square is about $1.3\times10^{-4}$. The neutral solution requires a net charge of about one part in $10^4$ of the donor charge, so the assumption is consistent for a profile of constant gradient. The gradient alone does not settle the matter, because curvature adds the term $-(\lambda^2/C)\,d^2C/dx^2$ to this ratio. For an exponential profile with the same $C$ and gradient the ratio is $-1.3\times10^{-4}$, equally small. At the shoulder of an erfc step only about 8 nm wide, again with the same $C$ and gradient, it reaches about $10^{-2}$, and $h$ from Poisson's equation is about 1.86 instead of 1.71. Neutrality does not mean zero field: a very small imbalance of charge supports a field of several thousand volts per centimetre.

## Variation 1: a ripple too short for neutrality

**Question.** A weak ripple is superposed on a uniform donor concentration: $C=C_0+\delta C\cos kx$. Replace local neutrality by Poisson's equation and find how fast the ripple decays.

**Solution.** Since $n-p=2n_i\sinh u$, equation (7) becomes

$$\frac{\varepsilon V_T}{q}\frac{d^2u}{dx^2}=2n_i\sinh u-C .$$

Put $u=u_0+\delta u\cos kx$ and keep first-order terms. The second derivative gives a factor $-k^2$, and the derivative of $2n_i\sinh u$ at $u_0$ is $S$, evaluated at $C_0$:

$$-\frac{\varepsilon V_T}{q}k^2\,\delta u=S\,\delta u-\delta C
\quad\Longrightarrow\quad
\delta u=\frac{\delta C}{S}\,\frac{1}{1+k^2\lambda^2}.$$

To first order, (3) gives $J=Dk(\delta C+C_0\,\delta u)\sin kx$. Then $\partial C/\partial t=-\partial J/\partial x=-Dk^2(\delta C+C_0\,\delta u)\cos kx$. The ripple decays at the rate $h_kDk^2$, with

$$h_k=1+\frac{C_0}{S}\,\frac{1}{1+k^2\lambda^2}.$$

For $k\lambda\ll1$ this is the neutral result (6). For $k\lambda\gg1$ it tends to 1. The reason is visible in the carrier response: the ripple of $n-p$ is $S\,\delta u=\delta C/(1+k^2\lambda^2)$, so the carriers follow only part of a short donor ripple, and the potential difference that drives the drift is smaller.

At $C_0=2n_i$, a wavelength of 10 nm gives $k\lambda=2\pi\times1.62/10\approx1.02$ and $h_k\approx1+0.707/2.04\approx1.35$. Numerical solutions of the nonlinear Poisson equation for weak ripples agree with the formula:

| Wavelength (nm) | $h_k$ |
|---:|---:|
| 10 | 1.347 |
| 100 | 1.700 |
| 1000 | 1.707 |

For long wavelengths, $k\lambda\ll1$, the local law (6) is not restricted to weak ripples. For a 1000 nm ripple between $n_i$ and $3n_i$, the flux from Poisson's equation differs from (6) by at most $5.1\times10^{-5}$ of the largest flux on the grid.

These are results for a smooth donor charge. At $2\times10^{19}$ cm$^{-3}$ the typical donor spacing, $C^{-1/3}\approx3.7$ nm, exceeds $\lambda$. The 10 nm value thus shows the trend of the continuum model and should not be taken as a precise prediction for discrete ions. At longer wavelengths too, the model omits correlations between the discrete charges, and these need not be small: the distance $q/(4\pi\varepsilon V_T)\approx1.07$ nm, at which the Coulomb energy of two charges equals $k_BT$, is comparable with $\lambda$. A classical Debye–Hückel estimate, crude at this density, lowers $h$ at $C=2n_i$ from 1.71 to about 1.4. The digits quoted for $h$ are those of the model and do not claim the same accuracy for a real crystal.

## Variation 2: diffusivity that depends on the electron concentration

**Question.** Suppose the donors move only while paired with a point defect, which may be neutral or singly negative. The neutral defects have uniform concentration, the pairs are in local equilibrium, and charged defects and pairs are too dilute to affect neutrality or $C$. Does the factor $h$ survive?

**Solution.** A negative defect forms when a neutral one captures an electron, so its equilibrium concentration is proportional to $n/n_i=e^u$. By mass action, pairs with neutral defects have a concentration proportional to $C$ and carry charge $+q$. Pairs with negative defects have a concentration proportional to $Ce^u$ and are neutral.

Absorb the pair diffusivities and equilibrium constants into two coefficients, $D_0$ and $D_m$. The charged pairs diffuse and drift as in (3), whereas the neutral pairs only diffuse:

$$J=-D_0\left(\frac{dC}{dx}+C\frac{du}{dx}\right)-D_m\frac{d}{dx}\left(Ce^u\right).$$

The product rule gives $d(Ce^u)/dx=e^u(dC/dx+C\,du/dx)$. The same bracket appears in both terms, and by (5) it equals $h\,dC/dx$. Therefore

$$J=-h\left(D_0+D_m\frac{n}{n_i}\right)\frac{dC}{dx}.$$

The neutral pairs feel no force, yet they acquire the same factor $h$, because their concentration falls more steeply than $C$.

Take $D_0=10^{-14}$ and $D_m=0.5\times10^{-14}$ cm$^2$/s at $C=2n_i$, where $n/n_i=2.414$. The bracket is $(1+0.5\times2.414)\times10^{-14}=2.21\times10^{-14}$ cm$^2$/s, and multiplication by $h$ gives an effective diffusivity of $3.77\times10^{-14}$ cm$^2$/s. In the intrinsic limit, $h=1$ and $n=n_i$, the diffusivity is $1.50\times10^{-14}$ cm$^2$/s. The total increase is a factor 2.51, made up of 1.71 from the field and $2.21/1.50\approx1.47$ from the larger number of negative defects. A measured ratio of extrinsic to intrinsic diffusivity therefore need not equal $h$.

The values used on this sheet are listed in the numerical output below.

## Calculated quantities

```
temperature T = 1300 K
thermal voltage kT/q = 0.11203 V
intrinsic concentration ni = 1.000e+19 cm^-3
dopant concentration C = 2.000e+19 cm^-3
relative permittivity = 12.0 (no unit)
diffusivity D = 1.000e-14 cm^2/s
concentration gradient = -2.000e+24 cm^-4
electron concentration n = 2.4142e+19 cm^-3
hole concentration p = 4.1421e+18 cm^-3
sum n + p = 2.8284e+19 cm^-3
reduced potential u = 0.88137 (no unit)
electric field = 7.9214e+03 V/cm
diffusion flux = 2.0000e+10 cm^-2 s^-1
drift flux = 1.4142e+10 cm^-2 s^-1
total flux = 3.4142e+10 cm^-2 s^-1
h from fluxes = 1.70711 (no unit)
h from formula = 1.70711 (no unit)
effective diffusivity h D = 1.7071e-14 cm^2/s
if n = 2 ni instead: C/ni = 1.500, h = 1.6000 (no unit)
h at C/ni = 0.1: 1.0499 (no unit)
h at C/ni = 1: 1.4472 (no unit)
h at C/ni = 2: 1.7071 (no unit)
h at C/ni = 10: 1.9806 (no unit)
h at C/ni = 100: 1.9998 (no unit)
screening length = 1.6207 nm
Poisson h, ripple of 10 nm: 1.34714 (no unit)
Poisson h, ripple of 100 nm: 1.69985 (no unit)
Poisson h, ripple of 1000 nm: 1.70703 (no unit)
strong 1000 nm ripple, largest flux error / largest flux = 5.08e-05 (no unit)
pair case: D_0 = 1.00e-14, D_m = 5.00e-15 cm^2/s
pair case: intrinsic D_0 + D_m = 1.5000e-14 cm^2/s
pair case: D_0 + D_m n/ni = 2.2071e-14 cm^2/s
pair case: effective diffusivity = 3.7678e-14 cm^2/s
pair case: field factor = 1.7071 (no unit)
pair case: effective / intrinsic = 2.5118 (no unit)
```
